\section*{Finding E_nu from the continuous principal quantum number}

\section{Which energy belongs to a boundary condition?}

An electron in a crystal passes from one atomic sphere to the next. Inside a sphere the linear muffin-tin orbital method represents its radial motion by a function $\phi_l(E_\nu,r)$ and the energy derivative of that function. This is a first-order Taylor expansion about $E_\nu$, so its leading error is proportional to $(E-E_\nu)^2$, and $E_\nu$ should lie near the energies of interest. During a self-consistent calculation the potential moves, and a suitable $E_\nu$ moves with it. It is therefore useful to prescribe how the wave meets the sphere surface and to let the potential determine the energy.

The slope at the surface does not identify the energy by itself: a $3s$-like and a $4s$-like wave can have the same logarithmic derivative. The number of nodes supplies the missing information, and both can be combined in one continuous number.

We use Rydberg atomic units and the nonrelativistic radial equation. Let $V(r)$ be real and smooth for $0<r\le s$, with $rV$ bounded at the origin. The regular solution $u=r\phi$ obeys
\begin{equation}
-u''+[U(r)-E]u=0,\qquad U=\frac{l(l+1)}{r^2}+V, \label{rad}
\end{equation}
with $u\to r^{l+1}$ at the origin. Let $N$ be the number of nodes in $0<r<s$, and define
\begin{equation}
D=\frac{s\phi'(s)}{\phi(s)}=\frac{su'(s)}{u(s)}-1,\quad n=N+l+1,\quad
P=n+\frac12-\frac{\arctan D}{\pi}, \label{P}
\end{equation}
where $-\pi/2<\arctan D<\pi/2$. If $\phi(s)=0$, we read $D=-\infty$, so that $P=n+1$. The claim is that $P(E)$ increases smoothly and strictly from $l+1$ to infinity. Each $P>l+1$ then fixes one energy $E_\nu$.

\section{A phase that counts nodes}

Let $x=\ln r$, and let a subscript $x$ denote $d/dx$. Then $\phi_x=r\phi'$ and $\phi_{xx}=r^2\phi''+r\phi'$. Since $u''=r\phi''+2\phi'$, multiplying (\ref{rad}) by $r$ gives
\begin{equation}
\phi_{xx}+\phi_x=Q\phi,\qquad Q=l(l+1)+r^2(V-E). \label{Q}
\end{equation}
Write $\phi=A\sin\theta$ and $\phi_x=A\cos\theta$ with $A>0$; the two cannot vanish together for a nonzero solution. For any small change $\delta$, the terms in $\delta A$ cancel in
\begin{equation}
\phi_x\,\delta\phi-\phi\,\delta\phi_x=A^2\,\delta\theta. \label{angle}
\end{equation}
Taking the change along $x$ and using (\ref{Q}),
\begin{equation}
\theta_x=\frac{\phi_x^2-\phi(Q\phi-\phi_x)}{A^2}
=\cos^2\theta+\sin\theta\cos\theta-Q\sin^2\theta. \label{phase}
\end{equation}
At the origin $\phi\propto r^l$, so $\cot\theta\to l$ and $\theta$ starts in $(0,\pi/2]$, at $\pi/2$ for $l=0$. At a node $\theta=m\pi$ and $\theta_x=1$. The phase thus crosses multiples of $\pi$ upward, once per node. After $N$ nodes, $\theta(s)=N\pi+\pi/2-\arctan D$, because the inverse cotangent on $(0,\pi)$ is $\pi/2-\arctan D$. Hence
\begin{equation}
P=l+1+\frac{\theta(s)}{\pi}. \label{Ptheta}
\end{equation}
When a node enters through the surface, $D$ jumps from $-\infty$ to $+\infty$ and $N$ rises by one, while $\theta$ and $P$ are continuous.

\section{Why the energy is unique}

\subsection{Monotonicity}

Let a dot denote $\partial/\partial E$ with the normalization at the origin held fixed. Differentiating (\ref{rad}) gives $-\dot u''+(U-E)\dot u=u$. Multiply this by $u$, multiply (\ref{rad}) by $\dot u$, and subtract:
\begin{equation}
u^2=u''\dot u-u\dot u''=\frac{d}{dr}(u'\dot u-u\dot u').
\end{equation}
Near the origin $u\sim r^{l+1}$ and $\dot u\sim r^{l+3}$, so the lower limit contributes nothing:
\begin{equation}
\int_0^r u^2\,dr'=u'\dot u-u\dot u'=r(\phi_x\dot\phi-\phi\dot\phi_x). \label{wron}
\end{equation}
The last form follows from $u'=\phi+\phi'r$ and $\dot u'=\dot\phi+r\dot\phi'$, whose terms in $\phi\dot\phi$ cancel. With (\ref{angle}) applied to a change of energy,
\begin{equation}
\frac{dP}{dE}=\frac{\dot\theta(s)}{\pi}
=\frac{\int_0^s u^2dr}{\pi s\{\phi(s)^2+[s\phi'(s)]^2\}}>0. \label{slope}
\end{equation}
This is finite even where $D$ has a pole. Since $D=\cot\theta$, it also gives $dD/dE=-(1+D^2)\dot\theta=-\int_0^su^2dr/[s\phi(s)^2]$: on each branch $D$ falls with energy.

Interior nodes move inward. Differentiating $u(r_n(E),E)=0$ gives $u'\,dr_n/dE+\dot u=0$. At the node, (\ref{wron}) reads $u'\dot u=\int_0^{r_n}u^2dr$, so
\begin{equation}
\frac{dr_n}{dE}=-\frac{\int_0^{r_n}u^2dr}{u'(r_n)^2}<0.
\end{equation}

\subsection{The two limits}

Put $E=-\kappa^2$ and choose $C>0$ with $rV\ge-C$. Let $D(r)=\phi_x/\phi$. Equation (\ref{Q}) gives $D_x=Q-D-D^2$. Compare $D(r)$ with $d(r)=\kappa r/2-1/2$, for which
\begin{equation}
Q-d-d^2-d_x\ \ge\ \tfrac34\kappa^2r^2-\left(C+\tfrac12\kappa\right)r+\tfrac14 .
\end{equation}
The quadratic is positive for all $r$ if $(C+\kappa/2)^2<3\kappa^2/4$, that is, for $\kappa>2C/(\sqrt3-1)$. At the origin $D=l$ lies above $d=-1/2$. At a first contact $D$ would have to approach $d$ from above, but there $D_x-d_x>0$. So $D(s)>\kappa s/2-1/2$ and no node has formed. As $E\to-\infty$, $D(s)\to\infty$ and $P\to l+1$.

The bound is not an estimate. For $V=0$ and $l=0$, $u=\sinh\kappa r$ gives $D=\kappa s\coth\kappa s-1\simeq\kappa s-1$.

For high energies, let $U_m$ be the maximum of $U$ on $[s/2,s]$ and $k^2=E-U_m>0$. With $ku=B\sin\alpha$ and $u'=B\cos\alpha$, the argument behind (\ref{angle}) gives
\begin{equation}
\alpha'=\frac{k(u')^2-ku\,u''}{B^2}
=k\cos^2\alpha+\frac{E-U}{k}\sin^2\alpha\ge k .
\end{equation}
The phase $\alpha$ grows by at least $ks/2$, so the number of nodes, and with it $P$, is unbounded. Together with (\ref{slope}) this proves existence and uniqueness.

\section{The algorithm}

\subsection{Target and integration}

For a noninteger target $P_*$, take $n_*=\lfloor P_*\rfloor$. Equation (\ref{P}) gives
\begin{equation}
N_*=n_*-l-1,\qquad D_*=\cot[\pi(P_*-n_*)]. \label{target}
\end{equation}
For an integer target, the same rule labels the node at the surface by $D_*=+\infty$ and the next $n$; this is the same boundary condition.

The substitution $u=\sqrt r\,w$ suits a logarithmic mesh. Successive derivatives are
\begin{align}
u'&=r^{-1/2}\left(w_x+\tfrac12w\right),\\
u''&=r^{-3/2}\left(w_{xx}+\tfrac12w_x-\tfrac12w_x-\tfrac14w\right),
\end{align}
so (\ref{rad}) becomes
\begin{equation}
w_{xx}=qw,\qquad q=\left(l+\tfrac12\right)^2+r^2(V-E). \label{weq}
\end{equation}
Since $\phi=w/\sqrt r$, the surface value is $D=w_x/w-1/2$. Also $\int u^2dr=\int r^2w^2dx$, and (\ref{slope}) becomes
\begin{equation}
\frac{dP}{dE}=\frac{\int r^2w^2dx}{\pi[w^2+(w_x-w/2)^2]_{r=s}} .
\end{equation}
For $V\simeq-2Z/r$, insert $u=r^{l+1}(1+cr)$ in (\ref{rad}). The terms in $r^l$ give $-2(l+1)c-2Z=0$, so $c=-Z/(l+1)$. At the first point $r_0$ this fixes $w_x/w=l+1/2+cr_0/(1+cr_0)$.

\subsection{Bracketing and refinement}

An energy is too low if $N<N_*$, or if $N=N_*$ and $D>D_*$. By (\ref{P}) this is the same as $P<P_*$. Starting from any energy, move in the required direction with doubling steps until the answer changes. The two limits above guarantee that it does.

Inside the bracket, propose the Newton step
\begin{equation}
\Delta E=\frac{P_*-P(E)}{dP/dE}.
\end{equation}
Accept it if it stays inside the bracket and is at most half as long as the previous step; otherwise go to the midpoint. If midpoint steps occur without end, the bracket shrinks to zero. If they cease, the Newton steps halve repeatedly and tend to zero. Since $|P-P_*|=|\Delta E|\,dP/dE$ and the slope is bounded on the bracket, $P\to P_*$. In exact arithmetic the search therefore converges in either case.

\section{Error analysis}

\subsection{From surface errors to energy errors}

Suppose the integration returns $P+\delta P$ instead of $P$. The search then finds an energy at which the true value is $P_*-\delta P$, and to first order
\begin{equation}
\delta E_\nu=-\frac{\delta P}{dP/dE}. \label{cond}
\end{equation}
For a given $\delta P$, such as an error in the surface values alone, a steep $P(E)$ gives a small energy error. This does not carry over to an error spread through the sphere: if it acts like a change $\delta V$ of the potential, it shifts $E_\nu$ by the average of $\delta V$ (see (\ref{response}) below), so $\delta P$ itself is proportional to $dP/dE$ and the slope cancels. By (\ref{angle}) and the Cauchy--Schwarz inequality, a small error of relative length $\varepsilon$ in the vector $(\phi,\phi_x)$ changes $P$ by at most $\varepsilon/\pi$ to first order. The corresponding error of $D$ is $-(1+D^2)\delta\theta$, which grows without limit near a pole. This is why the Newton step uses $P$.

\subsection{Mesh and starting point}

The fourth-order Runge--Kutta method has a global error proportional to $h^4$ for a smooth coefficient $q$ and sufficiently small step $h$ in $x$. Node counting by sign changes also requires that no step contain two nodes, which holds if $h\sqrt{-q}\ll\pi$ wherever $q<0$.

The starting slope omits terms of order $r_0^2$. Near the origin the solutions of (\ref{weq}) behave as $r^{\pm(l+1/2)}$. A slope error $\eta$ admixes the irregular solution with relative amplitude of magnitude $\eta/(2l+1)$, and this ratio then falls as $(r_0/r)^{2l+1}$ while those power laws hold.

\subsection{Newton convergence}

Let $e_k=E_k-E_\nu$. Expanding about $E_k$, $P_*=P-P'e_k+\frac12P''e_k^2+\dots$, so
\begin{equation}
e_{k+1}=e_k-\frac{P-P_*}{P'}=\frac{P''}{2P'}\,e_k^2+O(e_k^3). \label{newton}
\end{equation}
Once the steps are small enough, the error is squared at each iteration, up to this factor.

\section{Worked example}

Take the model potential $V=-(2Z/r)e^{-r/a}$ with $Z=28$, $a=0.4$ bohr and $s=2.5$ bohr. The mesh has 4000 logarithmic steps from $r_0=10^{-6}$ bohr, so $h=\ln(2.5\times10^6)/4000\approx0.0037$. The doubling steps overshoot the final energies: the $f$ search visits $0,1,3$ Ry and the search for the highest $s$ level below visits $0,1,3,7$ Ry. For $E\le7$ Ry,
\begin{equation}
-q\le r^2(E-V)\le7\,s^2+2Za/e\approx43.8+8.2,
\end{equation}
where $re^{-r/a}$ has its maximum $a/e$. Thus $h\sqrt{-q}\lesssim0.027$, and the searches below satisfy the node condition with a wide margin.

\subsection{Four channels}

For $l=2$ and $P_*=3.85$, equation (\ref{target}) gives $N_*=3-2-1=0$ and $D_*=\cot(0.85\pi)=-1.9626$. The four searches yield

\begin{center}
\begin{tabular}{ccrcrrr}
$l$ & $P$ & $D$ & $N$ & $E_\nu$/Ry & $E_\nu$/eV & $P'$/Ry$^{-1}$\\ \hline
0 & 4.65 & $-0.5095$ & 3 & 0.2878 & 3.916 & 0.532\\
1 & 4.40 & 0.3249 & 2 & 0.3838 & 5.222 & 0.437\\
2 & 3.85 & $-1.9626$ & 0 & $-0.7744$ & $-10.536$ & 12.161\\
3 & 4.15 & 1.9626 & 0 & 1.1945 & 16.252 & 0.057
\end{tabular}
\end{center}

By (\ref{cond}), the same change in $P$, for instance in the chosen target, moves the $f$ energy $12.161/0.05717\approx213$ times as far as the $d$ energy. This is not the ratio of their mesh errors, because the mesh does not produce the same $\delta P$ in both channels.

The numerical check also obtains these energies by diagonalization. Multiplying (\ref{rad}) by a trial function $v$ with $v(0)=0$ and integrating by parts gives
\begin{equation}
\int_0^s(v'u'+Uvu)\,dr-\frac{D+1}{s}v(s)u(s)=E\int_0^svu\,dr .
\end{equation}
At fixed $D$ the successive levels have $N=0,1,2,\dots$, because their $P$ values differ by one. The largest deviation between the two methods is $2.6\times10^{-10}$ Ry. This measures their agreement, not a strict error bound.

\subsection{The $d$ search}

The first two energies are $0$ and $-1$ Ry, with $D=2.087$ and $2.320$. Both values lie above $D_*$, so $D$ alone shows no bracket. The node counts, 1 and 0, do. Midpoint steps lead to $-0.5$ and $-0.75$ Ry. At $-0.75$ Ry, close to a pole, $D=-386$ while $P=3.9992$. A Newton step to $-0.802038$ Ry and a midpoint step to $-0.776019$ Ry follow, and from there Newton steps finish the search.

Relative to the final $-0.774401115$ Ry, the last errors are $-1.618\times10^{-3}$, $-8.64\times10^{-5}$ and $-2.58\times10^{-7}$ Ry. Their successive ratios $e_{k+1}/e_k^2$ are
\begin{equation}
\frac{-8.64\times10^{-5}}{(1.618\times10^{-3})^2}\approx-33,\qquad
\frac{-2.58\times10^{-7}}{(8.64\times10^{-5})^2}\approx-35
\end{equation}
in Ry$^{-1}$, consistent with the nearly constant factor in (\ref{newton}).

This search takes 9 radial integrations. Bisection alone takes 35: two to bracket an interval of 1 Ry, then 33 until the next half-width, $2^{-34}$ Ry, is below the tolerance $10^{-10}$ Ry.

\subsection{Branches and landmarks}

The value $D=-0.5095$ of the $s$ channel occurs at $-652.876$, $-87.683$, $-8.426$, $0.288$ and $5.814$ Ry, with $N=0$ to $4$. The node count selects the fourth.

Some values of $D$ have a direct meaning. $D=l$ belongs to $r^l$, the regular wave of zero kinetic energy in a constant potential; $D=-l-1$ joins smoothly to the tail $r^{-l-1}$. For the nodeless $d$ wave they occur at $-0.9102$ and $-0.7698$ Ry. The conditions $\phi'(s)=0$ and $\phi(s)=0$, the Wigner--Seitz estimates of the bottom and top of a band, give $-0.7928$ and $-0.7497$ Ry. Between these two, $P$ rises from 3.5 to 4 within $0.0431$ Ry, a narrow range compared with the distances between the $s$ energies above.

\subsection{A core level: where the residual fails}

For $l=0$ and $P_*=1.5$ the search gives $E_\nu=-652.8757$ Ry. Yet $P$ is 1.00506 at $10^{-6}$ Ry below this energy and 2.00506 at $10^{-6}$ Ry above it. On both sides $D=\cot(0.00506\pi)\approx62.9$, which agrees with $\kappa s-1=25.551\times2.5-1\approx62.9$ for a growing exponential.

The intermediate values of $P$ occupy a tiny interval. For $D=0$ and $\int_0^su^2dr=1$, (\ref{slope}) gives $dP/dE=1/[\pi s\phi(s)^2]$. A core function has decayed at the surface roughly as $\phi(s)^2\sim e^{-2\kappa s}\approx e^{-128}$, if the potential and prefactors are ignored. Double-precision numbers near 653 are about $10^{-13}$ apart, so no representable energy need give $P\approx1.5$.

The node count still brackets the energy, and the width of the bracket is the proper stopping criterion; a small $|P-P_*|$ is not. The outward solution at the returned energy, however, need not satisfy the required condition at $s$. If the core function itself is wanted, it should be integrated inward from $s$ with the prescribed $D$ and matched to the outward solution.

\section{When the potential changes}

Let $\hat u$ solve the equation with $V+\delta V$ and energy $E_\nu+\delta E$, at the same $P$. Multiply its equation by $u$, subtract $\hat u$ times (\ref{rad}), and integrate:
\begin{equation}
\left[u'\hat u-u\hat u'\right]_0^s+\int_0^s(\delta V-\delta E)u\hat u\,dr=0 .
\end{equation}
The bracket vanishes at $s$ because both functions have the same $D$, and at the origin because both are regular. To first order $\hat u$ may be replaced by $u$:
\begin{equation}
\delta E=\frac{\int_0^s u^2\,\delta V\,dr}{\int_0^s u^2\,dr}. \label{response}
\end{equation}
A constant shift of $V$ moves $E_\nu$ by that constant, even before this replacement.

In the example $\partial V/\partial Z=-2e^{-r/a}/r$. Its expectation value is $-1.3017$ Ry for the $d$ function and $-0.1151$ Ry for the $s$ function; finite differences of $E_\nu$ at fixed $P$ agree to these digits. The weight $e^{-r/a}/r$ is large only within a few screening lengths $a$ of the nucleus, so the larger response shows that the $d$ function has more of its norm in that region, as measured by this weight. Very close to the nucleus the order is reversed, because $u\propto r^{l+1}$ suppresses the $d$ function there.

Raising $Z$ to 28.5 moves the $d$ energy to $-1.4596$ Ry. The linear estimate is $-0.7744-0.5\times1.3017=-1.4253$ Ry, which misses about 5\% of the shift. Had the energy been frozen at $-0.7744$ Ry, the wave would have acquired a node, with $D=2.671$ and $P=4.114$. Fixing $P$ keeps the expansion on the intended branch. It does not by itself place $E_\nu$ at the centre of the occupied states; for that, $P$ has to be chosen, and readjusted, from the band occupation.

The proof covers a local, energy-independent potential in the nonrelativistic equation. An energy-dependent potential adds a term to (\ref{wron}) that can spoil the sign of (\ref{slope}), and a relativistic radial equation needs its own derivation.

\section*{Computed results}
\begin{verbatim}
model: Z = 28, a = 0.4 bohr, s = 2.5 bohr
mesh: 4000 steps from r = 1e-06 bohr, energy tolerance 1e-10 Ry
E = -2000 Ry, l=0: D = 110.803, s*sqrt(-E)-1 = 110.803, P = 1.00287
channels: l, P, D, nodes, E_nu (Ry), E_nu (eV), dP/dE (1/Ry)
  0  4.65   -0.50953  3    0.2877880     3.91555  0.53173
     radial integrations: 7 with Newton steps, 35 with bisection only
  1  4.40    0.32492  2    0.3837994     5.22186  0.43681
     radial integrations: 7 with Newton steps, 35 with bisection only
  2  3.85   -1.96261  0   -0.7744011   -10.53626  12.16143
     radial integrations: 9 with Newton steps, 35 with bisection only
  3  4.15    1.96261  0    1.1945122    16.25217  0.05717
     radial integrations: 9 with Newton steps, 37 with bisection only
largest deviation from diagonalization: 2.6e-10 Ry
search for l=2: stage, E (Ry), nodes, D, P
  bracket   0.000000000  1     2.087460  4.142204479
  bracket  -1.000000000  0     2.320332  3.129526274
  refine   -0.500000000  1     2.823091  4.108362489
  refine   -0.750000000  0  -386.457941  3.999176342
  refine   -0.802038135  0     0.466185  3.361143250
  refine   -0.776019068  0    -1.681056  3.829183905
  refine   -0.774487528  0    -1.946648  3.848945945
  refine   -0.774401373  0    -1.962563  3.849996860
  refine   -0.774401115  0    -1.962611  3.850000000
l=0 energies sharing D = -0.50953: P, nodes, E (Ry)
  1.65  0   -652.875748
  2.65  1    -87.682851
  3.65  2     -8.426376
  4.65  3      0.287788
  5.65  4      5.813922
l=2 landmarks: condition, P, E (Ry)
  D=l       3.14758   -0.910235
  D=0       3.50000   -0.792835
  D=-l-1    3.89758   -0.769836
  phi(s)=0  4.00000   -0.749711
across phi(s)=0 by +-1e-04 Ry: D -1122.6 -> 1127.8, P 3.9997165 -> 4.0002822
outermost s node: r = 0.84308 bohr, dr/dE = -0.01892 bohr/Ry (difference -0.01892)
1s core level for P = 1.5: E = -652.875748 Ry
  P at E-1e-06 Ry: 1.005062, at E+1e-06 Ry: 2.005062
l=0, fixed P: dE_nu/dZ = -0.115129 Ry, expectation of dV/dZ = -0.115129 Ry
l=2, fixed P: dE_nu/dZ = -1.301707 Ry, expectation of dV/dZ = -1.301708 Ry
Z = 28.5: l=2 E_nu at fixed P = -1.459608 Ry
  at the old energy instead: nodes = 1, D = 2.67108, P = 4.11403
\end{verbatim}
